# Apparent Moisture Diffusivity with Fast Reversible Binding

## Diffusion of moisture that binds reversibly

Water in a porous dielectric spends part of its time moving through the pores and part of it held on the walls. If exchange between the two states is fast, and the immobile-to-mobile concentration ratio $K$ is uniform and independent of concentration, the total water content diffuses with

$$D_{\rm app}=\frac{D}{1+K},\tag{1}$$

where $D$ is the diffusivity of the mobile water. Equation (1) governs transient spreading and fractional filling. It does not reduce the steady flux through a film at a given vapour pressure.

### Balances and local equilibrium

Let $c(x,t)$ and $s(x,t)$ be the numbers of mobile and bound molecules per unit pore volume. Porosity is uniform, so it multiplies every term of the balances and cancels. Mobile molecules bind at rate $k_b$ each, and bound molecules are released at rate $k_r$ each:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}-k_bc+k_rs,\qquad
\frac{\partial s}{\partial t}=k_bc-k_rs.\tag{2}$$

Constant $k_b$ assumes that few sites are occupied. In equilibrium $k_bc=k_rs$, so that $s=Kc$ with $K=k_b/k_r$. Adding the two balances cancels the exchange terms. With $n=c+s$,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2c}{\partial x^2}.\tag{3}$$

This holds at any exchange rate, but it contains two unknowns. To close it, consider the departure from equilibrium, $\delta=s-Kc$. Since $k_bc-k_rs=-k_r\delta$, equation (2) gives

$$\frac{\partial\delta}{\partial t}=-k_r\delta-K\left(D\frac{\partial^2c}{\partial x^2}+k_r\delta\right)
=-S\delta-KD\frac{\partial^2c}{\partial x^2},\tag{4}$$

where $S=k_r+Kk_r=k_r+k_b$. Exchange removes the departure at rate $S$, while diffusion regenerates it. If $S$ is much larger than the rate at which diffusion changes the profile, $\delta$ stays small and $s\simeq Kc$. Then $n=(1+K)c$, and because $K$ is uniform, $\partial^2c/\partial x^2=(1+K)^{-1}\partial^2n/\partial x^2$. Equation (3) becomes

$$\frac{\partial n}{\partial t}=\frac{D}{1+K}\frac{\partial^2n}{\partial x^2},\tag{5}$$

which is the result (1). The mobile molecules diffuse as before, but each change in $c$ must be accompanied by a change $K$ times as large in $s$. The same flux therefore has to supply a storage capacity larger by $1+K$.

### How fast the exchange must be

Take a profile of wavenumber $q$, with $c=C\cos(qx)\,e^{-\lambda t}$ and $s=B\cos(qx)\,e^{-\lambda t}$, and write $a=Dq^2$. Equations (2) become

$$(a+k_b-\lambda)C=k_rB,\qquad (k_r-\lambda)B=k_bC.\tag{6}$$

Multiplying them and dividing by $BC$ gives $(a+k_b-\lambda)(k_r-\lambda)=k_bk_r$. On expansion the product $k_bk_r$ cancels:

$$\lambda^2-\lambda(a+S)+k_ra=0,
\qquad\text{or}\qquad \lambda=\frac{k_ra}{S+a-\lambda}.\tag{7}$$

For $a\ll S$ the smaller root is, to leading order, $\lambda_0=k_ra/S=a/(1+K)$, in agreement with (5). The other root is close to $S$ and describes the local relaxation of $\delta$. For the first correction, put $\lambda_0$ into the denominator of (7) and use $a-\lambda_0=aK/(1+K)$:

$$\lambda\simeq\lambda_0\left(1-\frac{a-\lambda_0}{S}\right)
=\frac{a}{1+K}(1-\varepsilon),\qquad
\varepsilon=\frac{aK}{k_r(1+K)^2}.\tag{8}$$

Finite exchange thus slows the decay by a relative amount $\varepsilon$. A sufficient condition for fast exchange is $a\ll S$, since $\varepsilon=(a/S)\,K/(1+K)$ (for $K\ll1$ the sites hold little of the water, and slow exchange matters correspondingly less). It compares exchange with diffusion over the length of interest, so it can hold for a wide film and fail for a narrow one.

In the opposite limit, $S\ll a$, equation (7) gives $\lambda\simeq k_r$. Mobile water then fills the film first, and the sites approach equilibrium at a fixed mobile concentration, where the second of equations (2) relaxes at rate $k_r$. No diffusivity describes this last stage. For instance, let $K=4$, $a=(\pi/2)^2D/L^2=2.47\,D/L^2$ and $k_r=0.01\,D/L^2$, so that $S=0.05\,D/L^2$. The slow rate is about $0.01\times2.47/2.52=0.0098$ in units of $D/L^2$, while $a/(1+K)$ is $0.49$. Equation (1) would overestimate the rate fifty times.

### The view of a single molecule

The same factor follows from the fraction of time that a molecule is free. Let one molecule start at $x=0$ in an unbounded medium, so that $c$ and $s$ are probability densities, and let $p(t)=\int c\,dx$ be the probability that it is mobile. Multiply (3) by $x^2$ and integrate by parts twice; the boundary terms vanish:

$$\frac{d\langle x^2\rangle}{dt}=D\int x^2\frac{\partial^2c}{\partial x^2}\,dx=2D\,p(t).\tag{9}$$

Integrating the first of equations (2) over $x$ gives $dp/dt=-k_bp+k_r(1-p)=k_r-Sp$. The stationary value is $k_r/S=1/(1+K)$. If the molecule starts with this equilibrium probability of being mobile, $p$ is constant and

$$\langle x^2\rangle=\frac{2Dt}{1+K}\tag{10}$$

at all times, whatever the exchange rate. If it starts mobile, $p=[1+Ke^{-St}]/(1+K)$, and integration of (9) gives

$$\langle x^2\rangle=\frac{2D}{1+K}\left[t+\frac{K}{S}\left(1-e^{-St}\right)\right].\tag{11}$$

For $St\ll1$ the bracket tends to $(1+K)t$, and the molecule moves with the bare $D$. At late times the slope is $2D/(1+K)$, with a constant head start. Equation (10) fixes only the second moment; the diffusion equation (5) for the whole profile still needs fast exchange.

### Filling a film from one edge

Let a dry film occupy $0<x<L$, with an impermeable seal at $x=L$. From $t=0$ the vapour holds $c=c_s$ at $x=0$. In the fast-exchange regime $c$ obeys (5) too, because it is proportional to $n$. The missing fraction $1-c/c_s$ vanishes at $x=0$, has zero slope at $x=L$ and starts at 1. It is therefore a sum of $\sin(q_mx)$ with $q_m=(2m+1)\pi/(2L)$. The coefficients are

$$\frac2L\int_0^L\sin(q_mx)\,dx=\frac{2}{q_mL},$$

and each sine has the average $1/(q_mL)$ over the film. The filled fraction is one minus the average missing fraction:

$$F=1-\sum_{m=0}^{\infty}\frac{8}{(2m+1)^2\pi^2}
\exp\left[-\frac{(2m+1)^2\pi^2\tau}{4}\right],\qquad
\tau=\frac{D_{\rm app}t}{L^2}.\tag{12}$$

Late in the filling the first term suffices. Setting it to $0.1$ gives

$$\tau_{90}=\frac{4}{\pi^2}\ln\frac{80}{\pi^2}=0.848.\tag{13}$$

Early on, the seal has no influence and the profile is that of a half-space, $c=c_s\,{\rm erfc}[x/(2\sqrt{D_{\rm app}t})]$. Since $\int_0^\infty{\rm erfc}(z)\,dz=1/\sqrt\pi$, the uptake per unit pore area is

$$M=(1+K)c_s\,2\sqrt{\frac{D_{\rm app}t}{\pi}}
=2c_s\sqrt{\frac{(1+K)Dt}{\pi}}.\tag{14}$$

Division by the capacity $(1+K)c_sL$ gives $F\simeq2\sqrt{\tau/\pi}$. Half filling is then predicted at $\tau=\pi/16=0.196$; solving the full series (12) numerically gives $\tau_{50}=0.197$.

Equation (14) shows that binding slows fractional filling while it increases the amount absorbed. At equal $t$, $c_s$ and $D$, while both films are still in the early regime, the film with sites has taken up $\sqrt{1+K}$ times as much water. The front is shallower by $\sqrt{1+K}$, but each layer behind it holds $1+K$ times as much. The law also needs time for exchange: a front of width $\sqrt{D_{\rm app}t}$ corresponds to $a\sim(1+K)/t$, so $a\ll S$ means $t\gg1/k_r$.

### Steady permeation

Now hold the far side at $c=0$ instead of sealing it. In the steady state $\partial s/\partial t=0$, and (2) gives $s=Kc$ at any nonzero release rate. The exchange terms cancel, leaving $d^2c/dx^2=0$ and the flux per unit pore area

$$J=\frac{Dc_s}{L}.\tag{15}$$

There is no factor $1+K$, because in the steady state the sites release water as fast as they bind it, so they take nothing from the flux. The form $J=D_{\rm app}n_s/L$, with $n_s=(1+K)c_s$, is the same flux: the smaller diffusivity acts on a larger total concentration. For immobile bound water, a steady flux per unit pore area referred to vapour concentration yields $D$ (per unit film area it also carries the porosity), and a transient measurement yields $D/(1+K)$. If bound water moves, the steady flux gives $D+KD_s$ instead, as shown below.

### Several kinds of site, moving bound water, and saturation

If site types $i$ all exchange quickly, $s_i=K_ic$ and $n=(1+\sum_iK_i)c$, so $K$ in (1) is the sum of the separate ratios. If bound water itself moves with diffusivity $D_s$, the flux is $-D\,\partial c/\partial x-D_s\,\partial s/\partial x=-(D+KD_s)\,\partial c/\partial x$, and

$$D_{\rm app}=\frac{D+KD_s}{1+K}.\tag{16}$$

If there are $N$ sites per unit pore volume and each holds one molecule, binding slows to $k_bc(1-s/N)$. Equating this to $k_rs$ gives

$$s=\frac{Kc}{1+u},\qquad \frac{ds}{dc}=\frac{K}{(1+u)^2},\qquad u=\frac{Kc}{N}.\tag{17}$$

Now $\partial n/\partial x=(1+ds/dc)\,\partial c/\partial x$, and the flux $-D\,\partial c/\partial x$ equals $-D(1+ds/dc)^{-1}\partial n/\partial x$. The local apparent diffusivity is $D/(1+ds/dc)$: the slope of the isotherm enters, not the ratio $s/c$. They agree at every concentration only if $s$ is proportional to $c$. With $K=4$ and $u=1$, the ratio is 2 but the slope is 1, so a small disturbance spreads with $D/2$, not $D/3$.

### $D$ and $K$ for vapour in narrow pores

For numbers, model a pore as a long cylinder of diameter $d$, so narrow that molecules collide with the wall and not with each other. Let them leave the wall by the cosine law. With $\theta$ measured from the pore axis and $\phi$ from the inward normal in the cross-section, the probability of a direction is proportional to $\sin^2\theta\cos\phi\,d\theta\,d\phi$, with norm $(\pi/2)(2)=\pi$. A flight of length $\ell$ starting at $(-d/2,0)$ in the cross-section ends where

$$\left(-\frac d2+\ell\sin\theta\cos\phi\right)^2+(\ell\sin\theta\sin\phi)^2=\frac{d^2}{4},
\qquad\text{so}\qquad \ell=\frac{d\cos\phi}{\sin\theta}.\tag{18}$$

The averages of $\ell$ and of the squared axial step $z^2=\ell^2\cos^2\theta$ are

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi=d,\qquad
\langle z^2\rangle=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.\tag{19}$$

Molecules leaving the wall have the gas speed distribution weighted by $v$. Their mean inverse speed is therefore $1/\bar v$, where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean speed in the gas, and the mean flight time is $d/\bar v$. Successive axial steps are independent with zero mean, so the pore diffusivity is $\langle z^2\rangle/(2d/\bar v)=d\bar v/3$. Dividing by a tortuosity factor $\beta$ for the winding pore network gives $D$. If each wall hit leads to binding with probability $f$, and release needs an energy $E$ with attempt frequency $\nu$, then

$$D=\frac{d\bar v}{3\beta},\qquad k_b=\frac{f\bar v}{d},\qquad k_r=\nu e^{-E/k_BT}.\tag{20}$$

### Example: sideways ingress under a cap

Consider a porous organosilicate interlayer dielectric that was damaged by plasma throughout before an impermeable cap was deposited. Water enters from an exposed edge and must travel $L=100\ \mu$m to a seal. The material parameters are rough, and $f$ in particular is poorly known: $d=2$ nm, $\beta=3$, $f=0.01$, $\nu=10^{13}$ s$^{-1}$ and $E=0.40$ eV. The vapour is at 2 Torr and 298 K, where $\bar v=592$ m/s. From (20),

$$D=\frac{(2\times10^{-9})(592)}{9}\ {\rm m^2/s}=1.3\times10^{-3}\ {\rm cm^2/s},$$

$$k_b=\frac{0.01\times592}{2\times10^{-9}}=3.0\times10^9\ {\rm s^{-1}},\qquad k_r=1.7\times10^6\ {\rm s^{-1}}.$$

Hence $K\simeq1.7\times10^3$ and $D_{\rm app}=7.6\times10^{-7}$ cm$^2$/s. With $L^2=10^{-4}$ cm$^2$, half filling takes $0.197L^2/D_{\rm app}\simeq26$ s and 90% filling takes $0.848L^2/D_{\rm app}\simeq110$ s. Without binding, 90% would take 0.06 s.

At a bake temperature of 423 K, $K$ falls to about 21 and $D_{\rm app}$ rises to $7.3\times10^{-5}$ cm$^2$/s. By linearity, (12) also gives the fraction removed when the edge is kept dry, so 90% drying takes about 1.2 s once the film is hot. Nearly all of the gain comes from faster release. The time refers to a single kind of site with $E=0.40$ eV; a Gaussian spread of 0.03 eV in $E$ raises it to about 1.5 s, and more strongly held water leaves more slowly still.

The neglected effects differ greatly in size:

- **Exchange rate.** With $q=\pi/(2L)$, equation (8) gives $\varepsilon=1.1\times10^{-8}$. It reaches 1% for a film about 0.1 $\mu$m long. Such a film is only some tens of pore diameters long, and the diffusion description of the flights is then itself in error by a few percent, more than $\varepsilon$.
- **Saturation.** For one site per nm$^2$ of wall, $N=4\times10^{18}\,{\rm m^{-2}}/d$. With $c_s=p/k_BT$ this gives $u=0.056$. At the edge $ds/dc$ is 10% below $K$, which raises the local $D_{\rm app}$ by about 11%.
- **Hopping of bound water.** Random hops of length $h$ along the wall have mean-square axial step $h^2/2$, so $D_s=h^2\nu e^{-E_h/k_BT}/(4\beta)$. For $h=1$ nm and an assumed barrier $E_h=0.35$ eV, $KD_s/D=1.3\%$. The two contributions would be equal at $E_h=0.24$ eV. The barrier is not known, and the result is very sensitive to it: at $E_h=0.20$ eV, half of $E$, $KD_s/D=4.5$, bound water carries most of the flux, and 90% filling takes about 20 s.
- **Size of the molecule.** A diameter of 0.3 nm narrows the accessible bore to 1.7 nm. Since $D\propto d$ and $K\propto1/d$, $D_{\rm app}$ is multiplied by $0.85^2=0.72$.
- **Binding energy.** Sites 0.05 eV deeper raise $K$ sevenfold. A Gaussian spread of standard deviation $w=0.03$ eV multiplies the dilute-limit $K$ by $\exp[w^2/2(k_BT)^2]=2.0$.
- **Vapour collisions.** The mean free path for molecules of that size is about 39 $\mu$m, far above the pore diameter.

For the sizes assumed here, and only while bound water barely moves, a binding energy 0.05 eV deeper has the largest effect in this list: in the dilute limit and without hopping it lengthens the filling time sevenfold, while the energy spread doubles it. With the hop barrier held at 0.24 eV the factor of seven would shrink to below two. At 2 Torr both factors are smaller, because the more strongly binding sites begin to saturate. At fixed $E$ and $\nu$, and while few sites are occupied, the filling time is also nearly proportional to the poorly known $f$, because $K\propto f$. Since $u$ grows with $f$ too, this proportionality is already lost at $f=0.1$, where $u$ would be about 0.56. Changing $f$ alone in this way means changing the kind of site: for given bound and vapour states, detailed balance fixes $K$, so easier binding also brings faster release. The 110 s therefore illustrates the formulas and is not a prediction for a given film. In sites 0.05 eV deeper, $u$ would be near 0.4, and the linear law itself would fail at the edge. Uniform damage is a further idealization. If only a zone near the edge had been damaged, the rest of the film would have a smaller $K$ and fill sooner. The chosen vapour is also dry by room standards: with a saturation pressure of roughly 24 Torr, 2 Torr is 8% relative humidity. The Kelvin estimate for a hemispherical meniscus, $\exp[-4\gamma V_m/(dRT)]$, with surface tension $\gamma\simeq0.07$ N/m and molar volume $V_m\simeq18$ cm$^3$/mol, puts the stability of liquid in fully wetted 2 nm pores at about 36% humidity; condensation from a cylindrical film on the wall of an open pore, with half the exponent, would start near 60%. This stretches a macroscopic formula to a few molecular diameters, but it shows that the example should not be carried over to ordinary humid air, where liquid may fill the pores and the picture of free vapour and isolated bound molecules no longer applies.

Numbers in the example were calculated in double precision.
